\section*{Ion–dipole capture of H3+ by water from the Su–Chesnavich formula}

\section*{Question}

I need the rate coefficient for H$_3^+$ colliding with water vapour at 300 K, for a model of a low-pressure hydrogen plasma containing some water. The exercise says to apply the Su--Chesnavich parametrized trajectory formula and to obtain a capture coefficient near $5.5\times10^{-9}$ cm$^3$/s, about three times the Langevin value.

For water I have a dipole moment of 0.3890 $e$\,\AA\ and a mean polarizability of 1.367 \AA$^3$, both computed at MP2/aug-cc-pVDZ for a fixed geometry (O--H 0.96 \AA, angle 104.5 degrees). The reduced mass is 2.589 u.

The Langevin formula gives me $1.70\times10^{-9}$ cm$^3$/s. If I instead let the dipole point its attractive side at the ion all the time, I get more than seven times that. Where does the factor of three come from, why does the formula contain a single parameter $x$, and may I still use it when the ions are hotter than the gas?

\section*{Answer}

Your two estimates treat the dipole in opposite ways: Langevin's ignores it, and the other never lets it rotate. The Su--Chesnavich formula interpolates numerical trajectories of a dipole that does rotate. Its coefficients are fitted, but its variable $x$ follows from scaling.

\subsection*{The interaction and the two simple limits}

I use atomic units in the algebra. Let $\alpha$ be the mean polarizability, $d$ the dipole moment, $m$ the reduced mass, and $\mathbf r$ the vector from the molecule's centre of mass to the ion, treated as a point charge $+1$. The ion's field at the molecule is $\mathbf F=-\hat{\mathbf r}/r^2$. The induced dipole contributes $-\alpha F^2/2$ and the permanent one $-\mathbf d\cdot\mathbf F$, so
\begin{equation}
V=-\frac{\alpha}{2r^4}+\frac{d\cos\theta}{r^2},
\end{equation}
where $\theta$ is the angle between $\mathbf d$ and $\hat{\mathbf r}$. Attraction is strongest at $\cos\theta=-1$, with the negative end of the molecule towards the ion.

First hold $\cos\theta=-1$. The force is then central. At collision energy $E$ and impact parameter $b$, the radial kinetic energy is $E(1-b^2/r^2)-V(r)$. The ion gets in if this stays positive at every $r$, that is, if $b^2$ is below the minimum of
\begin{equation}
g(r)=r^2\left(1-\frac{V}{E}\right)=r^2+\frac{\alpha}{2Er^2}+\frac dE .
\end{equation}
Setting $g'(r)=2r-\alpha/(Er^3)=0$ gives $r^2=\sqrt{\alpha/(2E)}$. The first two terms are then equal, and
\begin{equation}
b_{\max}^2=2\sqrt{\frac{\alpha}{2E}}+\frac dE=\sqrt{\frac{2\alpha}{E}}+\frac dE .
\end{equation}
With $\sigma=\pi b_{\max}^2$ and relative speed $v=\sqrt{2E/m}$,
\begin{equation}
v\sigma=2\pi\sqrt{\frac{\alpha}{m}}+\pi d\sqrt{\frac{2}{mE}} .
\end{equation}
The first term is the Langevin coefficient $k_L=2\pi\sqrt{\alpha/m}$, which does not depend on energy. It is also what remains if the dipole turns so freely that $\cos\theta$ averages to zero.

The second term needs a thermal average. The Maxwell energy distribution is $(2/\sqrt\pi)\,(k_BT)^{-3/2}\sqrt E\,e^{-E/k_BT}$, so
\begin{equation}
\left\langle E^{-1/2}\right\rangle=\frac{2}{\sqrt\pi\,(k_BT)^{3/2}}\int_0^\infty e^{-E/k_BT}\,dE=\frac{2}{\sqrt{\pi k_BT}} .
\end{equation}
Dividing the averaged coefficient by $k_L$ gives
\begin{equation}
K_{\rm locked}=1+d\sqrt{\frac{2}{\pi\alpha k_BT}}
=1+\frac{2x}{\sqrt\pi},\qquad x=\frac{d}{\sqrt{2\alpha k_BT}} .
\end{equation}
This is your second estimate. It is too large because a thermal molecule does not stay aligned with the ion.

\subsection*{Why $x$ is the natural variable}

Measure energy in units of $k_BT$ and length in units of $R_0$, defined by $R_0^4=\alpha/(2k_BT)$. With $\rho=r/R_0$, the induced term becomes $-1/\rho^4$. The coefficient of the dipole term is
\begin{equation}
\frac{d}{k_BT R_0^2}=\frac{d}{k_BT}\sqrt{\frac{2k_BT}{\alpha}}=\frac{2d}{\sqrt{2\alpha k_BT}}=2x ,
\end{equation}
and therefore
\begin{equation}
\frac{V}{k_BT}=\frac{2x\cos\theta}{\rho^2}-\frac1{\rho^4}.
\end{equation}
If mass is measured in units of $m$, the one remaining parameter of a classical linear rotor is its reduced moment of inertia $I/(mR_0^2)$. Any thermal capture coefficient is thus $k_L$ times a function of $x$ and $I/(mR_0^2)$, provided translation and rotation share the temperature $T$. The Su--Chesnavich formula drops the second argument, which is an approximation to be tested:
\begin{equation}
k=K(x)k_L,\qquad
K(x)=\begin{cases}
\dfrac{(x+0.5090)^2}{10.526}+0.9754, & x\le2,\\[2mm]
0.4767x+0.6200, & x\ge2.
\end{cases}
\end{equation}
At $x=0$ it gives 1.000, the Langevin limit. For large $x$ its slope, 0.4767, is 42\% of the locked-dipole slope $2/\sqrt\pi$. In this fit, rotation therefore removes more than half of the dipole enhancement that permanent alignment would give.

\subsection*{Putting in the numbers}

At 300 K, $k_BT=0.02585$ eV. For numbers in eV and \AA, the Coulomb constant $e^2/(4\pi\varepsilon_0)=14.40$ eV\,\AA\ must be restored:
\begin{equation}
R_0=\left(\frac{1.3667\times14.40}{2\times0.02585}\right)^{1/4}\text{\AA}=4.417\ \text{\AA}.
\end{equation}
The definition of $R_0$ gives $\sqrt{2\alpha k_BT}=\alpha/R_0^2$, which makes $x$ easy to evaluate:
\begin{equation}
x=\frac{dR_0^2}{\alpha}=\frac{0.3890\times(4.417)^2}{1.3667}=5.55 .
\end{equation}
This lies on the upper branch, so
\begin{equation}
K=0.4767\times5.553+0.6200=3.27 .
\end{equation}

For $k_L$, use the mean relative speed $\bar v=\sqrt{8k_BT/(\pi m)}=1566$ m/s. Since $\sqrt\alpha=R_0^2\sqrt{2k_BT}$ and $\sqrt{2k_BT/m}=(\sqrt\pi/2)\bar v$,
\begin{align}
k_L&=2\pi R_0^2\sqrt{\frac{2k_BT}{m}}=\pi^{3/2}R_0^2\bar v\nonumber\\
&=5.568\,(4.417\times10^{-8}\,{\rm cm})^2(1.566\times10^5\,{\rm cm/s})\nonumber\\
&=1.70\times10^{-9}\ {\rm cm^3/s}.
\end{align}
The requested result is
\begin{equation}
k=3.267\times1.702\times10^{-9}=5.56\times10^{-9}\ {\rm cm^3/s},
\end{equation}
or 0.907 atomic units. The locked dipole would give $K_{\rm locked}=7.27$.

Writing the upper branch out shows which input matters:
\begin{equation}
k=\frac{2\pi}{\sqrt m}\left[\frac{0.4767\,d}{\sqrt{2k_BT}}+0.6200\sqrt\alpha\right].
\end{equation}
The polarizability has cancelled from the first term. That term supplies $4.50\times10^{-9}$ cm$^3$/s and the second $1.06\times10^{-9}$ cm$^3$/s. A 1\% change in $d$ thus changes $k$ by 0.81\%, while a 1\% change in $\alpha$ changes it by about 0.1\%. Going from aug-cc-pVDZ to aug-cc-pVTZ raises $\alpha$ by 3.9\% and lowers $d$ by 0.6\%, which together change $k$ by only 0.2\%. The MP2 inputs also omit higher correlation and vibrational averaging, so the third digit of $k$ has no physical weight.

\subsection*{Does the fit describe a rotating dipole?}

Classical trajectories can test it. Start ions on a sphere of radius $\rho_0R_0$ around the molecule. For unit ion density far away, the inward flux per area, before the Boltzmann factor of the interaction, is $\sqrt{k_BT/(2\pi m)}$. Let $L$ be the orbital angular momentum and $w=L^2/(2mR_0^2k_BT)$. The transverse kinetic energy on the sphere is $k_BT\,w/\rho_0^2$. It belongs to two velocity components, so $w$ has the density $e^{-w/\rho_0^2}/\rho_0^2$. With $P$ equal to 1 for capture and 0 otherwise,
\begin{equation}
k=4\pi\rho_0^2R_0^2\sqrt{\frac{k_BT}{2\pi m}}\int_0^\infty\frac{dw}{\rho_0^2}\,e^{-w/\rho_0^2}\left\langle e^{-V/k_BT}P\right\rangle .
\end{equation}
The average runs over orientation, rotation and the flux-weighted radial speed. On a finite sphere this equilibrium flux also counts slow ions that the dipole has turned back and that never came from far away, so the expression is exact only as $\rho_0\to\infty$. At $\rho_0=7$ and $x=5.55$ the overcount is about 0.5\% for the rotating dipole; for a locked dipole it would be 11\%. Dividing by $k_L=2\pi\sqrt2\,R_0^2\sqrt{k_BT/m}$ leaves
\begin{equation}
K=\frac1{\sqrt\pi}\int_0^\infty dw\,e^{-w/\rho_0^2}\left\langle e^{-V/k_BT}P\right\rangle .
\end{equation}

I integrated the coupled translation and rotation from $\rho_0=7$ and counted an ion as captured when it reached $\rho=0.5$, or 2.2 \AA. The $w$ integral was cut at $2x+8$. In the locked limit $w=b^2E/(R_0^2k_BT)$ can reach $2x+2\sqrt{E/k_BT}$, so passing the cut would take $E>16k_BT$. The uncertainties below are computed as if $w$ had been drawn at random. It was in fact spread evenly over its range, so the true standard errors are smaller. The results are:
\begin{itemize}
\item At $x=0$, $K=1.000\pm0.034$; the Langevin value is 1.
\item At $x=1$, $K=1.192\pm0.032$; the fit gives 1.192.
\item At $x=5.55$, with water as a linear rotor, $K=3.376\pm0.041$; the fit gives 3.267.
\item The same case with doubled inertia gives $3.390\pm0.054$.
\item Water rotating as a rigid asymmetric top gives $3.402\pm0.054$.
\end{itemize}
At the $x$ of this problem the trajectories lie 3.3\% above the fit, or 2.7 times the quoted uncertainty. That is inside the tolerance I set, three times this uncertainty plus 3\% of the fit, but it suggests that the fit is slightly low here: by 2 to 3\% once the overcount of the finite starting sphere is removed. The linear-rotor trajectories would give about $5.7\times10^{-9}$ cm$^3$/s. Doubling the inertia, or using the real top, makes no difference beyond the statistical error. The factor of about three therefore holds for this potential, and dropping $I/(mR_0^2)$ is justified for this case at the level of a few percent.

\subsection*{What the capture model leaves out}

A mean capture distance $r_c$ follows from $k=\pi r_c^2\bar v$, which gives $r_c=10.6$ \AA. The largest dipole energy there is 0.050 eV, nearly $2k_BT$. Several omissions can be sized at this distance.

\emph{Charge distribution.} The largest charge--quadrupole energy at $r_c$, from the Hartree--Fock density of water, is 0.0064 eV, or 13\% of the dipole energy. The ratio grows as $1/r$ on closer approach. I have not computed its effect on $k$, which need not be 13\%, because the sign of the energy varies with orientation.

\emph{Quantum mechanics.} The orbital quantum number at $r_c$ is about 68, and the rotational constant for the mean inertia is 0.0017 eV, about 15 times smaller than $k_BT$; the largest rotational constant of water, 0.0034 eV, is about 8 times smaller. Both favour classical motion at 300 K. This argument does not justify continuing the $T^{-1/2}$ rise of the dipole term to temperatures of some tens of kelvin, where $k_BT$ approaches the rotational constant and the rotation must be treated by quantum mechanics.

\emph{Screening.} For an electron temperature of 3 eV and a density of $10^{10}$ cm$^{-3}$, $r_c$ is $8\times10^{-6}$ of the Debye length, so plasma screening of a single collision is negligible.

\emph{Chemistry.} A capture coefficient equals the reaction coefficient only if every captured pair reacts. Proton transfer, H$_3^+$ + H$_2$O $\to$ H$_3$O$^+$ + H$_2$, is strongly exothermic, which makes a high efficiency plausible, but nothing in the formula proves it.

\subsection*{Ions hotter than the gas}

Here the formula needs care. Let the ions have temperature $T_i$ and mass $m_i$, and the water $T$ and $m_w$. The variances of independent velocities add, so the relative motion has a temperature $T_c$ given by
\begin{equation}
\frac{T_c}{m}=\frac{T_i}{m_i}+\frac{T}{m_w}
\quad\Longrightarrow\quad
T_c=\frac{m_wT_i+m_iT}{m_i+m_w},
\end{equation}
where $m=m_im_w/(m_i+m_w)$ was used. For $T_i=600$ K and $T=300$ K, $T_c=557$ K. Putting $T_c$ into the formula gives $x=4.08$ and $K=2.56$, so $k$ would drop by 22\% to $4.36\times10^{-9}$ cm$^3$/s.

But the water still rotates at 300 K, and the formula assumes one temperature for everything. Trajectories with translation at 557 K and rotation at 300 K give $K=3.08\pm0.05$, or $k=5.2\times10^{-9}$ cm$^3$/s. (Starting orientations were weighted at $T_c$, a small approximation at $\rho_0=7$.) This is 20\% above the formula and 9\% below the 300 K trajectory value. Since the fit was within about 3\% of the trajectories at the other two nonzero $x$ values, most of the gap is probably due to the colder rotation. Colder rotation means both less rotational energy and slower turning, and I did not separate the two for the hot ions. Doubling the inertia at 300 K, which slows the rotation by a factor $\sqrt2$ without changing its mean energy, left $K$ unchanged within the statistical error. This hints that the energy matters more, but does not prove it. For moderately heated ions in a cold gas, inserting $T_c$ thus overstates the fall of $k$ in this example.

Ions accelerated in the presheath are a different matter. An ion that has gained half the electron temperature, 1.5 eV, meets water at rest with a collision energy of 1.28 eV. The barrier radius $[\alpha/(2E)]^{1/4}$ is then 1.66 \AA, which is molecular size. Long-range capture no longer controls such a collision, and the formula should not be used.

\subsection*{What it means for the plasma}

Take a total pressure of 20 mTorr with 1\% water at 300 K. These are values chosen for illustration; replace them with those of your chamber. The water density is $6.44\times10^{12}$ cm$^{-3}$, and the H$_3^+$ loss frequency, if every capture reacts, is
\begin{equation}
\nu=(5.56\times10^{-9})(6.44\times10^{12})\ {\rm s^{-1}}=3.58\times10^4\ {\rm s^{-1}}.
\end{equation}
The lifetime is 28 $\mu$s; the Langevin value would make it 91 $\mu$s. Crossing 5 cm at the Bohm speed for 3 eV electrons takes 5.1 $\mu$s. If an ion at 300 K spent that time in the gas, the converted fraction would be $1-e^{-5.1/27.9}=17\%$, against 5\% with the Langevin coefficient. This is not an estimate for an ion that really moves at the Bohm speed: its collisions are too energetic for the thermal coefficient, and its capture coefficient is smaller. Ions in the bulk move more slowly than the Bohm speed, so their residence time, and with it the conversion, is likely to be larger. At fixed temperature $\nu$ is proportional to the water partial pressure, so a drier chamber scales it down directly.

Room-temperature measurements of this reaction give several times $10^{-9}$ cm$^3$/s, the same order of magnitude as the capture result; for a quantitative model, compare with a critically evaluated value. In a discharge the ions can be hotter than the gas, and the single-temperature assumption then fails. For 600 K ions this lowers the coefficient by about 9\% in the two-temperature trajectories, much less than the factor of three lost by leaving out the dipole. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
O-H bond: 0.96 angstrom
H-O-H angle: 104.5 degrees
Water dipole, MP2: 0.3890 e angstrom
Water mean polarizability, MP2: 1.3667 angstrom^3
Reduced mass: 2.5889 u
Gas temperature: 300.0 K
Thermal energy kT: 0.02585 eV
Scaling length R0: 4.417 angstrom
Parameter x: 5.5532
Fit ratio K(x): 3.2672
Langevin coefficient: 1.7016e-09 cm^3/s
Capture coefficient: 5.5594e-09 cm^3/s
Capture coefficient: 0.907 atomic units
  dipole part: 4.5044e-09 cm^3/s
  polarizability part: 1.0550e-09 cm^3/s
Langevin quadrature / formula: 1.00000
Locked-dipole ratio, formula: 7.2661
Locked-dipole ratio, quadrature: 7.2661
Trajectory K at x=0: 1.000 +- 0.034
Trajectory K at x=1: 1.192 +- 0.032
Fit K at x=1: 1.192
Trajectory K, water as linear rotor: 3.376 +- 0.041
Trajectory K, inertia doubled: 3.390 +- 0.054
Trajectory K, water as asymmetric top: 3.402 +- 0.054
Reduced inertia of linear rotor: 0.0237
Median trajectory energy error: 2.2e-04 kT
Hot-ion temperature: 600.0 K
Collision temperature for hot ions: 556.9 K
Hot ions: x: 4.076
Hot ions: fit K: 2.563
Hot ions: trajectory K, rotor at 300 K: 3.082 +- 0.054
Hot ions: trajectory k: 5.245e-09 cm^3/s
Total pressure: 20.0 mTorr
Water fraction: 0.01
Water density: 6.438e+12 cm^-3
H3+ loss frequency to water: 3.579e+04 1/s
H3+ lifetime against water: 27.9 microseconds
Lifetime from Langevin value: 91.3 microseconds
Electron temperature: 3.0 eV
Electron density: 1e+10 cm^-3
Chamber scale: 5.0 cm
Bohm-speed transit time: 5.1 microseconds
Mean relative speed: 1566 m/s
Mean capture distance: 10.63 angstrom
Dipole energy there: 0.0496 eV
Largest quadrupole energy there: 0.0064 eV
Orbital quantum number there: 68
Water rotational constant, mean inertia: 0.00174 eV
Capture distance / Debye length: 8.3e-06
Presheath collision energy: 1.28 eV
Langevin barrier radius at that energy: 1.66 angstrom
\end{verbatim}
